# Effective through-thickness modulus of a two-layer porous dielectric film: verification in Python

```python
# Result under test: layers bonded in a stack and pressed through the thickness
# at zero lateral strain have the effective longitudinal modulus
#     M_eff = (total thickness) / sum(thickness_i / M_i),
# so equal layers with M = 4 and 12 GPa give 6 GPa, not 8 GPa.
# M: longitudinal modulus (normal stress / normal strain, no lateral strain)
# E: Young's modulus; nu: Poisson ratio; compression is counted positive.
# Lengths are in nm and moduli in GPa, so GPa*nm equals J/m^2.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def stack_modulus(thicknesses, moduli):
    """Derived formula for layers in series."""
    d, m = np.array(thicknesses, float), np.array(moduli, float)
    return d.sum() / np.sum(d / m)


def finite_element_press(row_heights, row_moduli, row_nu, half_width,
                         columns, free_side):
    """Plane-strain elasticity between bonded rigid plates.
    Returns apparent modulus and downward displacement along the mid-line
    for a unit total shortening."""
    rows = len(row_heights)
    dx = half_width / columns
    gauss = (-1 / np.sqrt(3), 1 / np.sqrt(3))
    corner_x = np.array([-1, 1, 1, -1])
    corner_y = np.array([-1, -1, 1, 1])
    row_index, col_index, values = [], [], []
    for j in range(rows):
        dy, m, nu = row_heights[j], row_moduli[j], row_nu[j]
        lam = m * nu / (1 - nu)
        hooke = np.array([[m, lam, 0], [lam, m, 0], [0, 0, (m - lam) / 2]])
        ke = np.zeros((8, 8))
        for a in gauss:
            for b in gauss:
                gx = corner_x * (1 + corner_y * b) / 4 * 2 / dx
                gy = corner_y * (1 + corner_x * a) / 4 * 2 / dy
                strain = np.zeros((3, 8))
                strain[0, 0::2] = gx
                strain[1, 1::2] = gy
                strain[2, 0::2] = gy
                strain[2, 1::2] = gx
                ke += strain.T @ hooke @ strain * dx * dy / 4
        for i in range(columns):
            left = i * (rows + 1) + j
            right = left + rows + 1
            nodes = np.array([left, right, right + 1, left + 1])
            dof = np.column_stack((2 * nodes, 2 * nodes + 1)).ravel()
            row_index.append(np.repeat(dof, 8))
            col_index.append(np.tile(dof, 8))
            values.append(ke.ravel())
    size = 2 * (columns + 1) * (rows + 1)
    stiffness = coo_matrix(
        (np.concatenate(values),
         (np.concatenate(row_index), np.concatenate(col_index))),
        shape=(size, size)).tocsr()
    grid = np.arange(size // 2).reshape(columns + 1, rows + 1)
    fixed = [2 * grid[:, 0], 2 * grid[:, 0] + 1, 2 * grid[:, -1],
             2 * grid[:, -1] + 1, 2 * grid[0]]
    if not free_side:
        fixed.append(2 * grid[-1])
    fixed = np.unique(np.concatenate(fixed))
    free = np.setdiff1d(np.arange(size), fixed)
    u = np.zeros(size)
    u[2 * grid[:, -1] + 1] = -1.0
    load = -(stiffness @ u)[free]
    u[free] = spsolve(stiffness[free][:, free].tocsc(), load)
    top_force = -(stiffness @ u)[2 * grid[:, -1] + 1].sum()
    modulus = top_force / half_width * np.sum(row_heights)
    return modulus, -u[2 * grid[0] + 1]


def young_from_longitudinal(m, nu):
    return m * (1 + nu) * (1 - 2 * nu) / (1 - nu)


def compression_from_hooke(pressure, lateral_extension, young, nu):
    """Normal compression from Hooke's law written with E and nu."""
    # Unknowns: lateral compressive stress, normal compressive strain.
    matrix = np.array([[(1 - nu) / young, 0], [2 * nu / young, 1]])
    right = np.array([-lateral_extension + nu * pressure / young,
                      pressure / young])
    return np.linalg.solve(matrix, right)[1]


# Inputs: round values in the rough range of porous organosilicate films
m_soft, m_stiff, nu = 4.0, 12.0, 0.25
d = 100.0
h = 2 * d
pressure = 0.012  # GPa
rho_soft, rho_stiff = 1100.0, 1500.0  # kg/m^3

# Main result and division of the shortening
m_eff = stack_modulus([d, d], [m_soft, m_stiff])
m_mean = (m_soft + m_stiff) / 2
strain_soft, strain_stiff = pressure / m_soft, pressure / m_stiff
u_soft, u_stiff = d * strain_soft, d * strain_stiff
u_total = u_soft + u_stiff
mean_strain = u_total / h

# Full elastic solution, stiff layer below, no lateral movement at the sides
heights = [10.0] * 20
moduli = [m_stiff] * 10 + [m_soft] * 10
m_fe, line = finite_element_press(heights, moduli, [nu] * 20, 400, 10, False)
soft_share_fe = line[-1] - line[10]
assert abs(m_fe - m_eff) < 1e-7
assert abs(soft_share_fe - u_soft / u_total) < 1e-7
m_fe_unlike, _ = finite_element_press(
    heights, moduli, [0.10] * 10 + [0.35] * 10, 400, 10, False)
assert abs(m_fe_unlike - m_eff) < 1e-7
three_d, three_m = [30.0, 120.0, 50.0], [7.0, 3.0, 15.0]
m_fe_three, _ = finite_element_press(
    three_d, three_m, [0.2, 0.3, 0.1], 400, 10, False)
assert abs(m_fe_three - stack_modulus(three_d, three_m)) < 1e-7

# Side-by-side areas, each kept at its own width: forces add at equal strain
alone = [finite_element_press([100.0, 100.0], [m, m], [nu, nu],
                              400, 4, False)[0] for m in (m_soft, m_stiff)]
assert abs(np.mean(alone) - m_mean) < 1e-7

# Hooke's law with E and nu must return the stated longitudinal moduli
young_soft = young_from_longitudinal(m_soft, nu)
young_stiff = young_from_longitudinal(m_stiff, nu)
for young, strain in ((young_soft, strain_soft), (young_stiff, strain_stiff)):
    assert abs(compression_from_hooke(pressure, 0, young, nu) - strain) < 1e-12


# Energy per area at fixed total shortening
def energy(soft_shortening):
    stiff_shortening = u_total - soft_shortening
    return 0.5 * (m_soft * soft_shortening**2
                  + m_stiff * stiff_shortening**2) / d


best = minimize_scalar(energy, bounds=(0, u_total), method="bounded",
                       options={"xatol": 1e-10})
energy_equal_strain = energy(u_total / 2)
assert abs(best.x - u_soft) < 1e-6
assert abs(best.fun - 0.5 * pressure * u_total) < 1e-10
assert abs(energy_equal_strain / best.fun - m_mean / m_eff) < 1e-6

# Free side faces: the loss must fall as one over the strip width
losses = []
for width in (2000.0, 4000.0):
    m_strip, _ = finite_element_press(
        heights, moduli, [nu] * 20, width / 2, int(width / 20), True)
    losses.append(1 - m_strip / m_eff)
assert losses[1] > 0
assert abs(losses[0] / losses[1] - 2) < 0.06  # residual overlap of edges
pad_width = 100000.0
pad_loss = losses[1] * 4000.0 / pad_width

# Thin damaged layer at the interface, total thickness unchanged
damage_d, damage_m = 5.0, 2.0
rest = (h - damage_d) / 2
m_damaged = stack_modulus([rest, damage_d, rest],
                          [m_stiff, damage_m, m_soft])
m_damaged_fe, _ = finite_element_press(
    [rest, damage_d, rest], [m_stiff, damage_m, m_soft], [nu] * 3,
    400, 10, False)
assert abs(m_damaged - m_damaged_fe) < 1e-7

# Laterally free copper base, rough polycrystal constants
young_cu, nu_cu = 120.0, 0.34
base_extension = nu_cu * pressure / young_cu
strain_on_cu = 0.5 * sum(
    compression_from_hooke(pressure, base_extension, young, nu)
    for young in (young_soft, young_stiff))
m_on_cu = pressure / strain_on_cu

# Assumed softening: stress = M * strain * (1 - coefficient * strain)
softening = 5.0
nonlinear_strains = [
    brentq(lambda e, m=m: m * e * (1 - softening * e) - pressure, 0, 0.05)
    for m in (m_soft, m_stiff)]
m_nonlinear = pressure / np.mean(nonlinear_strains)
hardness = 0.3  # GPa, rough value for a soft porous film

# Lowest thickness resonance: base held, top free
d_m = d * 1e-9
speed_soft = np.sqrt(m_soft * 1e9 / rho_soft)
speed_stiff = np.sqrt(m_stiff * 1e9 / rho_stiff)
impedance_ratio = rho_stiff * speed_stiff / (rho_soft * speed_soft)
omega_limit = np.pi / 2 * min(speed_soft, speed_stiff) / d_m
omega = brentq(lambda w: np.tan(w * d_m / speed_soft)
               * np.tan(w * d_m / speed_stiff) - impedance_ratio,
               1e-3 * omega_limit, (1 - 1e-9) * omega_limit)
cells = 200
dz = 2 * d_m / cells
k_matrix = np.zeros((cells + 1, cells + 1))
mass = np.zeros(cells + 1)
for c in range(cells):
    m, rho = ((m_stiff, rho_stiff) if c < cells // 2
              else (m_soft, rho_soft))
    k_matrix[c:c + 2, c:c + 2] += m * 1e9 / dz * np.array([[1, -1], [-1, 1]])
    mass[c:c + 2] += rho * dz / 2
scale = 1 / np.sqrt(mass[1:])
dynamic = k_matrix[1:, 1:] * scale[:, None] * scale[None, :]
omega_chain = np.sqrt(eigh(dynamic, eigvals_only=True)[0])
assert abs(omega_chain / omega - 1) < 1e-3  # finite cell size
resonance = omega / (2 * np.pi)
load_frequency = 1e6

print(f"Soft, stiff longitudinal modulus: {m_soft:.1f}, {m_stiff:.1f} GPa")
print(f"Poisson ratio of both layers: {nu:.2f}")
print(f"Soft, stiff Young's modulus: {young_soft:.2f}, {young_stiff:.2f} GPa")
print(f"Thickness of each layer, of film: {d:.0f}, {h:.0f} nm")
print(f"Pressure: {pressure * 1e3:.1f} MPa")
print(f"Soft, stiff strain: {strain_soft:.4f}, {strain_stiff:.4f}")
print(f"Soft, stiff shortening: {u_soft:.3f}, {u_stiff:.3f} nm")
print(f"Total shortening: {u_total:.3f} nm")
print(f"Mean strain: {mean_strain:.4f}")
print(f"Effective modulus, formula: {m_eff:.4f} GPa")
print(f"Effective modulus, finite elements: {m_fe:.4f} GPa")
print(f"Same, Poisson ratios 0.10 and 0.35: {m_fe_unlike:.4f} GPa")
print(f"Soft share of shortening, finite elements: {soft_share_fe:.4f}")
print(f"Arithmetic mean modulus: {m_mean:.4f} GPa")
print(f"Shortening predicted by arithmetic mean: {pressure*h/m_mean:.3f} nm")
print(f"Equal-strain stress in soft layer: {m_soft*mean_strain*1e3:.1f} MPa")
print(f"Equal-strain stress in stiff layer: {m_stiff*mean_strain*1e3:.1f} MPa")
print(f"Minimum elastic energy: {best.fun * 1e3:.3f} mJ/m^2")
print(f"Equal-strain elastic energy: {energy_equal_strain*1e3:.3f} mJ/m^2")
print(f"Side-by-side modulus, finite elements: {np.mean(alone):.4f} GPa")
print(f"Free-side loss, strip 2 um wide: {losses[0] * 100:.2f} %")
print(f"Free-side loss, strip 4 um wide: {losses[1] * 100:.2f} %")
print(f"Free-side loss scaled to {pad_width/1e3:.0f} um: {pad_loss*100:.3f} %")
print(f"Damaged layer: {damage_d:.0f} nm thick, modulus {damage_m:.1f} GPa")
print(f"Effective modulus with damaged layer: {m_damaged:.3f} GPa")
print(f"Rough copper Young's modulus: {young_cu:.0f} GPa")
print(f"Rough copper Poisson ratio: {nu_cu:.2f}")
print(f"Lateral extension of free copper base: {base_extension:.2e}")
print(f"Apparent modulus on free copper base: {m_on_cu:.3f} GPa")
print(f"Assumed softening coefficient: {softening:.1f}")
print(f"Apparent modulus with softening: {m_nonlinear:.3f} GPa")
print(f"Rough hardness of soft layer: {hardness * 1e3:.0f} MPa")
print(f"Pressure / hardness: {pressure / hardness:.3f}")
print(f"Soft, stiff density: {rho_soft/1e3:.1f}, {rho_stiff/1e3:.1f} g/cm^3")
print(f"Lowest thickness resonance: {resonance / 1e9:.2f} GHz")
print(f"Loading frequency for estimate: {load_frequency / 1e6:.1f} MHz")
print(f"Inertia, order (f/f0)^2: {(load_frequency / resonance)**2:.1e}")
print("no test failed")
```

Running it gives:

```
Soft, stiff longitudinal modulus: 4.0, 12.0 GPa
Poisson ratio of both layers: 0.25
Soft, stiff Young's modulus: 3.33, 10.00 GPa
Thickness of each layer, of film: 100, 200 nm
Pressure: 12.0 MPa
Soft, stiff strain: 0.0030, 0.0010
Soft, stiff shortening: 0.300, 0.100 nm
Total shortening: 0.400 nm
Mean strain: 0.0020
Effective modulus, formula: 6.0000 GPa
Effective modulus, finite elements: 6.0000 GPa
Same, Poisson ratios 0.10 and 0.35: 6.0000 GPa
Soft share of shortening, finite elements: 0.7500
Arithmetic mean modulus: 8.0000 GPa
Shortening predicted by arithmetic mean: 0.300 nm
Equal-strain stress in soft layer: 8.0 MPa
Equal-strain stress in stiff layer: 24.0 MPa
Minimum elastic energy: 2.400 mJ/m^2
Equal-strain elastic energy: 3.200 mJ/m^2
Side-by-side modulus, finite elements: 8.0000 GPa
Free-side loss, strip 2 um wide: 1.03 %
Free-side loss, strip 4 um wide: 0.51 %
Free-side loss scaled to 100 um: 0.021 %
Damaged layer: 5 nm thick, modulus 2.0 GPa
Effective modulus with damaged layer: 5.714 GPa
Rough copper Young's modulus: 120 GPa
Rough copper Poisson ratio: 0.34
Lateral extension of free copper base: 3.40e-05
Apparent modulus on free copper base: 5.933 GPa
Assumed softening coefficient: 5.0
Apparent modulus with softening: 5.924 GPa
Rough hardness of soft layer: 300 MPa
Pressure / hardness: 0.040
Soft, stiff density: 1.1, 1.5 g/cm^3
Lowest thickness resonance: 3.43 GHz
Loading frequency for estimate: 1.0 MHz
Inertia, order (f/f0)^2: 8.5e-08
no test failed
```
